# The Allnatt Einstein formula for phenomenological diffusion coefficients, part 1

(Sections cited here and not found follow in the second part.)

## Part I. Response to a force and displacement covariance

### The physical question

In a growing reaction layer, atoms of species A and B move through a crystal by jumping into vacancies. A chemical-potential gradient of A makes A flow, and it can also make B flow: the two species share the vacancies, and each changes the surroundings in which the other jumps. The fluxes are therefore described by a matrix of coefficients, and its off-diagonal elements are hard to obtain by following single atoms.

A lattice simulation in equilibrium contains no gradient and no mean flux. It does contain fluctuations: in a finite time the atoms of A, taken together, suffer some random net displacement, and so do the atoms of B. The covariance of these net displacements determines the whole matrix. The proof compares a sequence of jumps with the same sequence run backwards.

### Setting and assumptions

A periodic cell of volume $V$ contains $N$ lattice sites, occupied by fixed numbers $N_i$ of atoms of species $i$ and by $N_V$ vacancies. A configuration $a$ states what occupies each site. A hop $h$ leads from $a$ to $b$ by moving one atom into a vacancy. Let $\mathbf d_i(h)$ be the jump vector if the moving atom belongs to species $i$, and zero otherwise. The reverse hop $\bar h$ leads from $b$ to $a$, with $\mathbf d_i(\bar h)=-\mathbf d_i(h)$.

The total displacement of species $i$ in time $t$ is

$$\Delta\mathbf R_i(t)=\sum_{\text{hops up to }t}\mathbf d_i(h). \tag{1}$$

It is unwrapped: an atom that leaves the cell on one side and enters on the other keeps its accumulated displacement.

The assumptions are these.

**(A1)** The hops form a Markov process with constant rates $w_h$ on a finite set of configurations, each of which can be reached from every other.

**(A2)** Without forces there is detailed balance. With $p_a$ the equilibrium probability of $a$,

$$p_a w_h=p_b w_{\bar h}. \tag{2}$$

**(A3)** A uniform force $\mathbf F_j$ acts on each atom of species $j$ and changes the ratio of forward to backward rate by the Boltzmann factor of the work done. With $\beta=1/(k_BT)$,

$$\frac{w_h(F)}{w_{\bar h}(F)}=\frac{w_h}{w_{\bar h}}\,
\exp\Big[\beta\sum_j\mathbf F_j\cdot\mathbf d_j(h)\Big]. \tag{3}$$

The rates are analytic functions of the forces near zero force.

Condition (3) does not fix the individual rates. Define $g_h(F)$ by

$$w_h(F)=w_h\exp\Big[\tfrac{\beta}{2}\sum_j\mathbf F_j\cdot\mathbf d_j(h)+g_h(F)\Big]. \tag{4}$$

Dividing (4) by the same expression for $\bar h$, where the displacement has the opposite sign, and comparing with (3) gives $g_h=g_{\bar h}$. Apart from this symmetry and $g_h(0)=0$, the function is free. It describes how the force may speed up or slow down a hop and its reverse together.

**(A4)** The lattice, the rates and the arrangement of the periodic images of the cell have cubic symmetry. This is needed for the scalar form of the result, not for its tensor form.

Sites are conserved, so a vacancy moves by $-\mathbf d$ when an atom moves by $\mathbf d$. If a force $\mathbf F_V$ were also assigned to vacancies, the work in a hop of species $i$ would be $(\mathbf F_i-\mathbf F_V)\cdot\mathbf d_i$. Only differences from the vacancy enter, so $\mathbf F_V=0$ is chosen. For the same reason the chemical potentials used later are $\mu_i-\mu_V$.

**Flux and displacement.** Take a cell of length $\ell$ along $x$ and cross-section $V/\ell$. An atom displaced by $d_x$ crosses a fraction $d_x/\ell$ of all planes normal to $x$, counted with sign. The number flux averaged over these planes is therefore the total displacement divided by $(V/\ell)\,\ell\,t=Vt$. In the driven steady state

$$\mathbf J_i(F)=\lim_{t\to\infty}\frac{\langle\Delta\mathbf R_i(t)\rangle_F}{Vt}, \tag{5}$$

where the subscript $F$ denotes an average over the dynamics with forces. The fluxes are measured relative to the lattice. With Greek letters for Cartesian components, the coefficients are defined by

$$L_{ij}^{\alpha\gamma}=\left.\frac{\partial J_i^\alpha}{\partial F_j^\gamma}\right|_{F=0}. \tag{6}$$

### The theorem

**Theorem.** Under (A1) to (A3),

$$L_{ij}^{\alpha\gamma}=\lim_{t\to\infty}
\frac{\langle\Delta R_i^\alpha(t)\,\Delta R_j^\gamma(t)\rangle_0}{2Vk_BT\,t}, \tag{7}$$

where the average is taken over force-free runs that start from the equilibrium distribution. If (A4) also holds, then $L_{ij}^{\alpha\gamma}=\delta_{\alpha\gamma}L_{ij}$ with

$$L_{ij}=\lim_{t\to\infty}
\frac{\langle\Delta\mathbf R_i(t)\cdot\Delta\mathbf R_j(t)\rangle_0}{6Vk_BT\,t}. \tag{8}$$

The limit is taken for a fixed cell. If a macroscopic coefficient is wanted, the cell is enlarged afterwards. The theorem concerns the response to a force; the passage to a composition gradient needs further assumptions and is treated in Part II.

### Lemma 1: a path and its reverse

**Lemma 1.** Let a path $\omega$ of duration $t$ start from a configuration drawn from the force-free equilibrium distribution and evolve with the forces switched on. Let $\bar\omega$ be the same path run backwards. Their probability densities satisfy

$$\mathcal P_F[\omega]=\mathcal P_F[\bar\omega]\,
\exp\Big[\beta\sum_j\mathbf F_j\cdot\Delta\mathbf R_j[\omega]\Big]. \tag{9}$$

**Proof.** Let $\omega$ visit $a_0,a_1,\ldots,a_n$ through hops $h_1,\ldots,h_n$ and stay for a time $\tau_k$ in $a_k$. Let $\Gamma_a(F)$ be the sum of the rates of all hops leaving $a$. The probability of making no hop during $\tau_k$ is $e^{-\Gamma_{a_k}\tau_k}$, so

$$\mathcal P_F[\omega]=p_{a_0}\prod_{k=0}^{n}e^{-\Gamma_{a_k}(F)\tau_k}
\prod_{k=1}^{n}w_{h_k}(F). \tag{10}$$

The reversed path starts in $a_n$, stays for the same times in the same configurations, and uses the hops $\bar h_n,\ldots,\bar h_1$. The waiting factors are equal and cancel in the ratio, even though the forces may have changed every $\Gamma_a$. By (3),

$$\frac{\mathcal P_F[\omega]}{\mathcal P_F[\bar\omega]}
=\frac{p_{a_0}}{p_{a_n}}\prod_{k=1}^{n}\frac{w_{h_k}}{w_{\bar h_k}}\;
\exp\Big[\beta\sum_j\mathbf F_j\cdot\sum_{k=1}^{n}\mathbf d_j(h_k)\Big]. \tag{11}$$

Detailed balance (2) gives $w_{h_k}/w_{\bar h_k}=p_{a_k}/p_{a_{k-1}}$. The product of these ratios telescopes to $p_{a_n}/p_{a_0}$ and cancels the prefactor. The sum in the exponent is $\Delta\mathbf R_j[\omega]$ by (1). $\square$

The lemma uses the equilibrium start as well as detailed balance. With another initial distribution the prefactor would not cancel.

### Lemma 2: response at finite time

**Lemma 2.** For every fixed $t$, to first order in the forces,

$$\langle\Delta R_i^\alpha(t)\rangle_F
=\frac{\beta}{2}\sum_{j,\gamma}
\langle\Delta R_i^\alpha(t)\Delta R_j^\gamma(t)\rangle_0\,F_j^\gamma+O(F^2). \tag{12}$$

**Proof.** Write $W=\sum_j\mathbf F_j\cdot\Delta\mathbf R_j$ for the total work. Multiply (9) by $\Delta R_i^\alpha[\omega]\,e^{-\beta W[\omega]}$ and sum over all paths. On the right the exponentials cancel:

$$\big\langle\Delta R_i^\alpha e^{-\beta W}\big\rangle_F
=\sum_\omega\mathcal P_F[\bar\omega]\,\Delta R_i^\alpha[\omega]. \tag{13}$$

The sum includes the integral over hop times, whose measure is unchanged by reversal. Since $\Delta R_i^\alpha[\omega]=-\Delta R_i^\alpha[\bar\omega]$, and since summing over $\omega$ is the same as summing over $\bar\omega$,

$$\big\langle\Delta R_i^\alpha e^{-\beta W}\big\rangle_F
=-\langle\Delta R_i^\alpha\rangle_F. \tag{14}$$

At zero force this reads $\langle\Delta R_i^\alpha\rangle_0=-\langle\Delta R_i^\alpha\rangle_0$, so the mean displacement vanishes.

Now expand the exponential. This is permitted because the total hop rate is bounded: the number of hops is bounded by a Poisson variable, which has finite exponential moments. Thus

$$\langle\Delta R_i^\alpha\rangle_F
-\beta\sum_{j,\gamma}F_j^\gamma
\langle\Delta R_i^\alpha\Delta R_j^\gamma\rangle_F+O(F^2)
=-\langle\Delta R_i^\alpha\rangle_F. \tag{15}$$

The covariance already carries a factor $F$, so replacing its average by the force-free one changes (15) in second order. Moving the right-hand side to the left gives twice the mean displacement, and division by two yields (12). $\square$

The factor $1/2$ thus arises because the mean displacement appears on both sides of (14). The free function $g_h$ has disappeared from the linear response. It changes how often a hop and its reverse occur, but in equilibrium this shifts both by the same amount and creates no current.

### Lemma 3: the steady state and the weak-force limit

Lemma 2 holds at fixed time, whereas (5) takes $t\to\infty$ at fixed force. The two limits have to be exchanged.

**Lemma 3.** There are constants $\kappa_{ij}^{\alpha\gamma}$ and $\lambda>0$, which may depend on the cell, such that

$$\left.\frac{\partial\langle\Delta R_i^\alpha(t)\rangle_F}
{\partial F_j^\gamma}\right|_{0}
=VtL_{ij}^{\alpha\gamma}+\kappa_{ij}^{\alpha\gamma}+O(e^{-\lambda t}). \tag{16}$$

**Proof.** Define the generator $Q_F$, acting on a function $f$ of the configuration, and the drift $u_{i,F}^\alpha$ by

$$(Q_Ff)(a)=\sum_{h:a\to b}w_h(F)[f(b)-f(a)],\qquad
u_{i,F}^\alpha(a)=\sum_{h:a\to b}w_h(F)d_i^\alpha(h). \tag{17}$$

The expected value of $f$ after time $s$, starting from $a$, is $(e^{Q_Fs}f)(a)$. The drift is the expected displacement per unit time in a given configuration. Hence

$$\langle\Delta R_i^\alpha(t)\rangle_F
=\sum_ap_a\int_0^t(e^{Q_Fs}u_{i,F}^\alpha)(a)\,ds. \tag{18}$$

By (A1) the zero eigenvalue of $Q_0$ is simple, and all other eigenvalues have negative real parts. Constants are annihilated by every $Q_F$, so zero remains an eigenvalue. Since the matrix is finite and analytic in $F$, it remains simple and separated from the rest in a small complex neighbourhood of $F=0$. Let $\pi_F$ be the stationary distribution there. Then $VJ_i^\alpha=\sum_a\pi_F(a)u_{i,F}^\alpha(a)$, and the equation

$$-Q_F\chi_F=u_{i,F}^\alpha-VJ_i^\alpha,\qquad
\sum_a\pi_F(a)\chi_F(a)=0, \tag{19}$$

has one solution, analytic in $F$. It exists because the right-hand side has zero mean under $\pi_F$.

Differentiate $e^{Q_Fs}\chi_F$ and use (19), remembering that $e^{Q_Fs}$ leaves constants unchanged:

$$\frac{d}{ds}e^{Q_Fs}\chi_F=e^{Q_Fs}Q_F\chi_F
=-e^{Q_Fs}u_{i,F}^\alpha+VJ_i^\alpha. \tag{20}$$

Integrating from $0$ to $t$, solving for the integral of the drift, and inserting it in (18) gives

$$\langle\Delta R_i^\alpha(t)\rangle_F
=VtJ_i^\alpha(F)+\sum_ap_a\chi_F(a)-\sum_ap_a(e^{Q_Ft}\chi_F)(a). \tag{21}$$

The second term does not depend on time; its derivative is $\kappa$. In the third, $\chi_F$ has no component along the zero eigenvalue, so the term is bounded by $Ce^{-\lambda t}$ throughout the complex neighbourhood. Cauchy's estimate bounds its derivative at $F=0$ by the same exponential with another constant. Differentiating (21) gives (16). $\square$

### Proof of the theorem

Differentiate (12) with respect to $F_j^\gamma$ at zero force and equate the result with (16):

$$\frac{1}{2k_BT}\langle\Delta R_i^\alpha(t)\Delta R_j^\gamma(t)\rangle_0
=VtL_{ij}^{\alpha\gamma}+\kappa_{ij}^{\alpha\gamma}+O(e^{-\lambda t}). \tag{22}$$

Division by $Vt$ and $t\to\infty$ give (7).

With cubic symmetry, a half-turn about $z$ reverses the $x$ and $y$ components, so the $xz$, $zx$, $yz$ and $zy$ covariances vanish. A half-turn about $x$ removes $xy$ and $yx$. A threefold rotation about a body diagonal permutes the axes, so the three diagonal covariances are equal, each being one third of $\langle\Delta\mathbf R_i\cdot\Delta\mathbf R_j\rangle_0$. The $2$ in (7) becomes the $6$ in (8). $\square$

### Remarks on the result

**Symmetry and sign.** Exchanging the two factors in (7) gives $L_{ij}^{\alpha\gamma}=L_{ji}^{\gamma\alpha}$, which is Onsager's reciprocity. In the cubic case, for any real numbers $\xi_i$,

$$\sum_{ij}\xi_iL_{ij}\xi_j=\lim_{t\to\infty}
\frac{\langle|\sum_i\xi_i\Delta\mathbf R_i|^2\rangle_0}{6Vk_BTt}\ge0. \tag{23}$$

A force therefore cannot extract work from the equilibrium bath at this order. An off-diagonal element may have either sign, provided the matrix stays non-negative.

**Independent particles.** If the atoms move independently, the mean product of displacements of different atoms vanishes. With $\langle r^2\rangle=6D_it$ for one atom, (8) becomes $L_{ii}=N_iD_i/(Vk_BT)$ and $L_{ij}=0$ for $i\ne j$. This is the Nernst–Einstein relation between mobility and diffusivity.

**Wrapped coordinates.** If displacements are computed from positions folded back into the cell, each remains bounded. Their covariance divided by $t$ then tends to zero, whatever the true coefficient is.

## Part II. Memory, gradients and a random alloy

### Results taken from Part I

A periodic cell of volume $V$ has $N$ sites, $N_i$ atoms of species $i$, and $N_V$ vacancies. A hop $h:a\to b$ has rate $w_h$ and displacement $\mathbf d_i(h)$ for species $i$; its reverse is $\bar h$. The equilibrium probabilities obey $p_aw_h=p_bw_{\bar h}$. The total unwrapped displacement is $\Delta\mathbf R_i(t)$, and $L_{ij}$ is the number flux of $i$ per unit force on each atom of $j$, relative to the lattice. Part I showed that

$$L_{ij}=\lim_{t\to\infty}\frac{\langle\Delta\mathbf R_i\cdot\Delta\mathbf R_j\rangle}{6Vk_BTt} \tag{24}$$

for cubic symmetry, with $2$ in place of $6$ for one Cartesian component. It also showed that, from an equilibrium start, the mean displacement under a weak force is half the equilibrium covariance times $\beta F$ at every time, and that force-free paths and their reverses are equally probable. All averages below are force-free unless stated otherwise.

### Lemma 4: uncorrelated hops and memory

Let $Q$ be the force-free generator, $(Qf)(a)=\sum_{h:a\to b}w_h[f(b)-f(a)]$. For one Cartesian component define

$$u_i(a)=\sum_{h:a\to b}w_hd_i(h),\quad
K_{ij}=\sum_ap_a\sum_{h:a\to b}w_hd_i(h)d_j(h),\quad
(f,g)=\sum_ap_af(a)g(a). \tag{25}$$

**Lemma 4.** For this component,

$$Vk_BTL_{ij}=\tfrac12K_{ij}-\big(u_i,(-Q)^{-1}u_j\big), \tag{26}$$

where the inverse acts on functions of zero equilibrium mean.

The covariance of the species' net displacements in equilibrium has been shown to give the whole matrix of linear responses to forces, and Lemma 4, which separates uncorrelated hops from memory, has been stated. What remains is to prove that lemma, to pass from forces to composition gradients under further assumptions, and to apply the results to a random alloy.
